# Hollow-cathode sustaining voltage: leading estimate and first corrections

## 1. One electron, ten ions

Let one electron leave the wall of a hollow cathode and fall through 300 V across the thin sheath that covers the wall. It enters the glow inside the hole with 300 eV. If each ion pair costs 30 eV, it makes ten pairs before its energy is spent. Let all ten ions return to the wall, where each releases 0.1 electron on average. Together they release one electron, which replaces the first, and the discharge sustains itself.

At 270 V the same electron would make nine pairs, its ions would release 0.9 electron, and the current would decay from one generation to the next. At 330 V the number would be 1.1, and the current would grow. The steady voltage in this picture is therefore 300 V.

## 2. The leading-order law

The symbols are as follows.

- $V>0$ is the cathode fall, the potential difference across the sheath. Other voltage drops in the discharge are neglected.
- $W$ is the mean energy spent per ion pair. It includes energy lost to excitation and energy left in electrons too slow to ionize, so it exceeds the ionization energy.
- $\gamma$ is the mean number of electrons released per ion arriving at the cathode.

Four assumptions define the leading order: no ionization occurs in the sheath, each emitted electron spends all its energy in the glow, every ion reaches the cathode, and ions alone cause emission.

The hollow shape supports the second assumption. An electron that crosses the hole meets the sheath on the far side, whose field pushes it back. Once it has lost some energy it cannot climb the full potential difference again, so it crosses the glow repeatedly.

An emitted electron gains the energy $eV$ and makes

$$N=\frac{eV}{W}$$

pairs. Its ions release $\gamma N$ electrons. A steady state needs $\gamma N=1$, so

$$\frac{\gamma eV}{W}=1\quad\Longrightarrow\quad V_0=\frac{W}{e\gamma}.$$

The subscript marks the leading order. With $W=30$ eV and $\gamma=0.1$,

$$V_0=\frac{30}{0.1}\ \text{V}=300\ \text{V}=0.30\ \text{kV}.$$

**Where the power goes.** For each ion that arrives, the charge $e$ crosses the sheath as an ion and the charge $\gamma e$ crosses as electrons. The energy supplied per ion is

$$(1+\gamma)eV_0=1.1\times300\ \text{eV}=330\ \text{eV}.$$

The ion, with any gas atoms it strikes in the sheath, takes 300 eV. The electrons take $\gamma eV_0=30$ eV, which is the cost of one pair, as the steady state requires. Their share of the power is $\gamma/(1+\gamma)=9.1\,\%$. The voltage is ten times the cost of a pair in volts because few electrons are released per ion.

## 3. Is the cost per pair constant?

The law treats $W$ as independent of electron energy. This cannot hold near the ionization threshold, below which no pairs are made. A model gas shows the size of the error.

Let the gas have ionization energy $I=16$ eV and one excitation energy $X=12$ eV. At electron energy $\varepsilon$, take the ionization and excitation cross sections in the ratio

$$\frac{\ln(\varepsilon/I)}{I}:\frac{0.2\,\ln(\varepsilon/X)}{X},$$

with no ionization for $\varepsilon\le I$. Let $q$ be the resulting probability that an inelastic collision ionizes. After ionization, the energy $\varepsilon-I$ is shared between two electrons. The slower one receives $s$, with a weight proportional to $1/(s^2+w^2)$ for $s$ up to half the shared energy, and $w=10$ eV. The mean number of pairs obeys

$$N(\varepsilon)=q\left[1+\langle N(s)+N(\varepsilon-I-s)\rangle\right]+(1-q)N(\varepsilon-X).$$

The first term counts the new pair and all pairs made later by the two electrons. The second describes an electron that has lost the energy $X$ to excitation. Electrons at or below 12 eV make no pairs.

Solved upward in energy, this equation gives 11.31 pairs for a 300 eV electron, a cost of 26.5 eV per pair. Of this, 16 eV is ionization energy, 5.7 eV goes to excitation and 4.9 eV remains in slow electrons. At 1000 eV the cost is 26.0 eV, so it changes little over this range. These values come from an energy grid of 1 eV. A finer grid raises the costs, and the cascade and constant-cost voltages below, by about 0.6 %, but hardly changes the percentage differences between them. At 300 eV it raises the excitation part by about 0.2 eV and hardly changes the slow-electron part.

The condition $\gamma N(eV)=1$ can now be solved with the full $N(\varepsilon)$ and compared with the constant-cost law, using the cost at 1000 eV. Differences are relative to the cascade result.

| $\gamma$ | Cascade | Constant cost | Difference |
|---|---|---|---|
| 0.20 | 136.9 V | 130.2 V | 4.9 % |
| 0.10 | 266.2 V | 260.3 V | 2.2 % |
| 0.05 | 524.5 V | 520.6 V | 0.7 % |

A straight line with an offset describes these numbers:

$$N(\varepsilon)\simeq\frac{\varepsilon-\varepsilon_0}{W_\infty}.$$

Here $W_\infty$ is the cost of each further pair at high energy, and $\varepsilon_0$ is a fixed energy lost to the threshold. Setting $N(eV)=1/\gamma$ gives

$$eV\simeq\frac{W_\infty}{\gamma}+\varepsilon_0.$$

On this line the correction is a constant shift, whose relative size falls in proportion to $\gamma$. The line is an approximation over a limited range. In the model gas the cost of each further pair still drifts slowly with energy, and the fitted $\varepsilon_0$ grows from about 8 eV below 1000 eV to about 10 eV between 4000 and 8000 eV.

To find $\varepsilon_0$ from the table, note that the cost at 1000 eV already contains part of the shift. With energies in eV and voltages in volts, that cost is $1000W_\infty/(1000-\varepsilon_0)$. Since $W_\infty/\gamma=V-\varepsilon_0$, the constant-cost voltage is $1000(V-\varepsilon_0)/(1000-\varepsilon_0)$. It lies below $V$ by

$$\Delta=V-\frac{1000(V-\varepsilon_0)}{1000-\varepsilon_0}
=\frac{\varepsilon_0(1000-V)}{1000-\varepsilon_0}.$$

Multiplying by $1000-\varepsilon_0$ and collecting the terms in $\varepsilon_0$ gives

$$\varepsilon_0=\frac{1000\,\Delta}{1000-V+\Delta}.$$

The three rows have $\Delta=6.7$, 5.9 and 3.9 V, and give $\varepsilon_0=7.7$, 8.0 and 8.1 eV (7.9 eV for the second row if unrounded voltages are used). The near agreement supports the straight line, with a shift of about 8 V in this gas.

From here on, $W=30$ eV means the mean cost at the operating energy. The threshold shift is then already contained in $W$ and must not be added again.

## 4. First correction: ionization in the sheath

Let the sheath have thickness $d$, and let $u=x/d$ run from 0 at the cathode to 1 at the glow. Take a field that falls linearly to zero at the glow, proportional to $1-u$. The potential difference still ahead of an electron at $u$ is the field integrated from $u$ to 1. This is proportional to $(1-u)^2/2$, and it must equal $V$ at $u=0$, so it is

$$V(1-u)^2.$$

Let $n$ be the gas density and $\sigma$ the ionization cross section, taken as constant. The mean free path for ionization is $\lambda=1/(n\sigma)$, and the small parameter is

$$a=\frac{d}{\lambda}=n\sigma d.$$

Count first only the passage from the cathode to the glow. One emitted electron becomes on average $e^{au}$ electrons at $u$, where this $e$ is the base of natural logarithms. Between $u$ and $u+du$, $a e^{au}du$ new electrons are born, and each gains $eV(1-u)^2$ on its way to the glow. Write the total energy gained by all electrons, per emitted electron, as $G\,eV$. Then

$$G=1+\int_0^1 a e^{au}(1-u)^2du.$$

Integration by parts, with $ae^{au}$ as the derivative of $e^{au}$, gives

$$G=1+\left[e^{au}(1-u)^2\right]_0^1+2\int_0^1(1-u)e^{au}du.$$

The bracket equals $-1$ and cancels the leading 1. A second integration by parts gives

$$\int_0^1(1-u)e^{au}du=-\frac1a+\frac1a\int_0^1e^{au}du
=\frac{e^a-1-a}{a^2},$$

and therefore

$$G=\frac{2(e^a-1-a)}{a^2}=1+\frac a3+\frac{a^2}{12}+\dots$$

The series follows from $e^a=1+a+a^2/2+a^3/6+a^4/24+\dots$. The term $a/3$ has a direct meaning: $a$ is the mean number of pairs the emitted electron makes in the sheath, and $1/3$ is the mean of $(1-u)^2$.

Every pair, wherever it is made, is charged the cost $W$. The total number is then $N=G\,eV/W$, and $\gamma N=1$ gives

$$V=\frac{V_0}{G}=V_0\left(1-\frac a3+\frac{a^2}{36}+\dots\right).$$

The last coefficient is $(1/3)^2-1/12=1/36$. Sheath ionization lowers the voltage, because electrons born there draw further energy from the field.

**Return passages.** Electrons that cross the hole also enter the sheath on the far side and can ionize there. Let one arrive perpendicular to the wall with the energy $r\,eV$, where $r<1$. It climbs until $(1-u)^2=r$ and then falls back. With $y=1-u$, the electrons born on this round trip gain, to first order in $a$ and in units of $eV$,

$$2a\int_0^{\sqrt r}y^2dy=\frac{2a}{3}\,r^{3/2}.$$

For $r$ near 1 this is twice the first-passage term $a/3$. The factor $G$ leaves it out, so $V_0/G$ is too high when electrons reach the far sheath with much of their energy left.

**The meaning of "minimum".** At fixed $W$ and $\gamma$, with emission by ions alone and without sheath ionization, $V_0$ is the lowest sustaining voltage, since any loss of ions or fast electrons must be made up by a higher $V$. It is not an absolute lower bound: the correction $-a/3$ already takes $V$ below it.

**Where the formula fails.** The pairs made in the sheath, $e^a-1$ per emitted electron, cannot exceed the total $1/\gamma$. This requires

$$a\le\ln\left(1+\frac1\gamma\right)=\ln 11\approx2.4.$$

At this limit $G\approx2.6$ and the formula gives about 110 V, with all the energy spent inside the sheath. Many electrons there would be too slow to ionize, so a constant $\sigma$ is no longer tenable. The 110 V marks the breakdown of the model and is not a bound on real discharges.

A milder form of this fault exists at small $a$. At 300 V the emitted electron has less than 16 eV until $(1-u)^2=1-16/300$, or $1-u=0.973$. Starting the ionization there multiplies the term $a/3$ by $0.973^3=0.92$. With $\sigma$ still constant above the threshold, the term $a/3$ is thus too large by about 8 % of itself.

## 5. First corrections from losses

Let a fraction $f$ of the ions reach the cathode, and let a fraction $h$ of the fast-electron energy be spent before escape. As an estimate, apply both factors to the whole energy and ion budget. The number of returning ions is then $fhG\,eV/W$, so

$$V=\frac{V_0}{fhG}.$$

A simple picture of a flat cathode has half the ions going elsewhere. With $f=1/2$ and $h=G=1$, the voltage doubles to 600 V.

For a cylindrical hole of diameter $D$ and depth $L$, closed at one end, let $p$ be the share of the opening in the whole surface:

$$p=\frac{\pi D^2/4}{\pi DL+\pi D^2/2}.$$

If ions leave the glow evenly over this surface, $f=1-p$. Let fast electrons also escape with probability $p$ per crossing, and let them need $k$ crossings to spend their energy at a steady rate. Treating escape as continuous, the chance of still being inside after $t$ crossings is $e^{-pt}$, and

$$h=\frac1k\int_0^k e^{-pt}dt=\frac{1-e^{-pk}}{pk}=1-\frac{pk}{2}+\dots$$

With sheath ionization counted on the first passage only, keeping the first correction from each effect gives

$$V\simeq V_0\left(1-\frac a3+p+\frac{pk}{2}\right).$$

The signs show the competition. In this formula a denser gas or a thicker sheath raises $a$ and lowers $V$, while an opening raises $V$ through lost ions and lost fast electrons.

## 6. An argon hollow cathode

Take argon at 1 Torr and 300 K in a hole with $D=5$ mm and $L=15$ mm. Let $d=0.5$ mm and $\sigma=2.5\times10^{-16}$ cm², both rough values. The gas density is $3.22\times10^{16}$ cm⁻³, so $\lambda=1.24$ mm and

$$a=\frac{0.5}{1.24}\approx0.40.$$

The first correction gives $300(1-0.134)=260$ V, and the full $G=1.149$ gives $300/1.149=261$ V. Random avalanches, followed electron by electron under the same assumptions, give $G=1.148$. This tests the averaging, but neither the constant cross section nor the neglect of return passages.

For the losses, the opening share is

$$p=\frac{D^2/4}{DL+D^2/2}=\frac{6.25}{87.5}=0.071.$$

Ion loss alone raises the voltage to $300/0.929=323$ V. If the emitted electron made all ten pairs itself, its path would be $10\times1.24=12.4$ mm. The mean chord of the hole, four times its volume divided by its surface, is 4.29 mm, so $k=12.4/4.29=2.9$. Secondary electrons share the work, which shortens this path, but the real cross section is below $2.5\times10^{-16}$ cm² near threshold and at 300 eV, which lengthens it, so 12.4 mm is only a rough value. The direction of motion tends to reduce the loss: electrons leave the sheath nearly perpendicular to the wall, so most of them cross the hole from side to side and seldom reach the opening until they have been scattered. The escape law assumes random directions from the start. With $pk=0.207$ the formula gives $h=0.903$, and fast-electron loss alone gives 332 V. Random escape times drawn from the same exponential law give $h=0.904$, which tests the averaging but not the law. Straight paths with random starting directions and mirror reflection at the walls give 0.896.

Together, the first corrections give

$$V\simeq300(1-0.134+0.071+0.104)\ \text{V}\approx312\ \text{V},$$

and the product formula gives 311 V. The small net change comes from a near cancellation within this formula; the separate corrections are between 7 and 13 %.

Return passages upset the cancellation. An electron crossing the hole from side to side travels 4.5 mm before it meets the far sheath. If it spends its energy steadily over 12.4 mm, it arrives with $r=1-4.5/12.4=0.64$. This first entry adds $(2\times0.40/3)\times0.64^{3/2}=0.14$ to $G$, about as much as the first passage, and lowers the product-formula result to about 280 V. Excluding the part of the path near the turning point, where the electron has less than 16 eV, reduces the term to 0.12. Later entries lower the voltage a little more.

The temperature of 300 K is an assumption. The ion space charge in a 0.5 mm sheath at 300 V implies a current of some tens of milliamperes, which can heat the gas well above room temperature. Heating the gas to 600 K at fixed pressure, sheath thickness, hole size and $\gamma$ halves the density. Then $a$ falls to 0.20 and $k$ rises to 5.8, which gives $G=1.071$ and $h=0.819$. Both changes raise the voltage, and the product formula gives 369 V. In this estimate the cancellation is lost, but the size of the rise is uncertain. The return passages, more numerous in a thinner gas, are left out and would reduce it. An opposite effect is also left out: an electron that crosses the hole without an inelastic collision can reach the far wall and be absorbed, and the fraction that crosses in this way, roughly $e^{-D/\lambda}$, grows from about 2 % at 300 K to about 13 % at 600 K.

**Comparison with real devices.** Small argon hollow cathodes typically run at roughly 200 to 400 V, so the estimate has the right size. The cost of 30 eV is a round value; for fast electrons in argon it is roughly 26 eV, which would lower $V_0$ to 260 V. The least certain input is $\gamma$, which depends on the metal and the state of its surface. At fixed $W$, $V_0$ is 600 V for $\gamma=0.05$ and 150 V for $\gamma=0.2$. Real devices also break the assumption that ions alone cause emission, since photons and metastable atoms reach the wall too. If they raise the effective $\gamma$ from 0.10 to 0.12, $V_0$ falls to 250 V. The sheath thickness, set by hand here, in reality depends on current and voltage. Doubling it to 1 mm, with the other inputs fixed, lowers the product-formula result from 311 V to about 270 V, and return passages would lower it further. The result for these inputs is best read as somewhat below 300 V, with $\gamma$ as the largest source of uncertainty among the inputs varied here and the sheath thickness also important. The numerical output below lists the inputs and the main results. It does not include the estimates for return passages, absorption at the far wall, mirror-reflected paths, the doubled sheath, the finer energy grid or energies above 1000 eV.

## Calculated quantities

```
BASIC ESTIMATE
cost per ion pair: 30 eV
electrons released per ion: 0.10
pairs needed per emitted electron: 10
sustaining voltage: 300 V = 0.30 kV
energy supplied per ion: 330 eV
electron share of power: 9.1 %
voltage if half the ions are lost: 600 V
MODEL-GAS CASCADE
ionization energy: 16 eV
excitation energy: 12 eV
excitation strength factor: 0.2
secondary-energy width: 10 eV
cost per pair at 1000 eV: 26.03 eV
pairs from a 300 eV electron: 11.31
cost per pair at 300 eV: 26.53 eV
  part in excitation: 5.66 eV
  part in slow electrons: 4.86 eV
gamma 0.20: cascade 136.9 V, constant cost 130.2 V, difference 4.9 %
gamma 0.10: cascade 266.2 V, constant cost 260.3 V, difference 2.2 %
gamma 0.05: cascade 524.5 V, constant cost 520.6 V, difference 0.7 %
ROUGH ARGON EXAMPLE, 300 K
pressure: 1.0 Torr
hole diameter: 5.0 mm; depth: 15.0 mm
sheath thickness: 0.5 mm
ionization cross section: 2.5e-16 cm2
gas density: 3.22e+16 cm-3
ionization free path: 1.24 mm
path to make all pairs, primary alone: 12.4 mm
mean chord of hole: 4.29 mm
crossings needed: 2.90
sheath ionization parameter a: 0.402
energy factor G: 1.149; random test: 1.148
voltage with sheath ionization only: 261 V
opening share of surface: 7.1 %
voltage with ion loss only: 323 V
used energy fraction h: 0.903; random: 0.904
voltage with fast-electron loss only: 332 V
voltage with all three effects: 311 V
SENSITIVITY
basic voltage at effective gamma 0.05: 600 V
basic voltage at effective gamma 0.12: 250 V
basic voltage at effective gamma 0.20: 150 V
600 K: a = 0.201, G = 1.071
600 K: crossings = 5.80, h = 0.819
600 K: voltage with all three effects: 369 V
```
